**Equal Schmid factors, unequal coherency limits on (001)**

For a film under equal biaxial stress, the fraction f of the Burgers length b that relieves misfit is f = S/sin θ, where S is the Schmid factor and θ the angle between slip plane and interface. The program asserts this over the complete fcc {111}<110>, bcc {110}<111> and bcc {112}<111> families. It also asserts that the force on a tilted threading segment, and the elastic energy released by the first misfit lines, both agree with stress × thickness × f × b. The isotropic line energy is compared with an angular integral of anisotropic elasticity, and the critical thickness formula with a numerical root of the energy balance, with and without lattice friction. For rough Pd-like constants and 0.5 % misfit, the output gives 26.0 nm for fcc and 20.9 nm for a fictitious bcc control with the same b and elastic constants, although S = 0.408 in both. At equal lattice parameter the values are 26.0 and 25.5 nm, so the size of the difference depends on what is held fixed. Further lines show the effect of elastic anisotropy, core cutoff, friction and thermal strain on the thicknesses, and estimate the energies of surface steps and stacking faults.

## Program and output

```python
"""
Result under test: on a (001) film under equal biaxial stress, the fraction f of
the Burgers length that relieves misfit is f = S/sin(theta), so equal Schmid
factors S do not fix equal coherency limits.  fcc {111}<110> and inclined bcc
{110}<111> both have S = 1/sqrt(6), but f = 1/2 and 1/sqrt(3).
Critical thickness h: stress*h*f*b = coef*b^2*(ln(h/b)+1), where
coef = mu*(1-nu*cos(beta)^2)/(4*pi*(1-nu)).
theta: angle between slip plane and interface; beta: angle between Burgers
vector and misfit line; b: Burgers length; mu, nu: isotropic averages.
Units: nm, GPa; hence GPa*nm = J/m^2 and GPa*nm^2 = nJ/m.
The bcc film is a fictitious control with the elastic constants of the fcc film.
"""
from itertools import permutations, product
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

normal = np.array([0.0, 0.0, 1.0])


def unit(v):
    v = np.asarray(v, float)
    return v / np.linalg.norm(v)


def family(indices):
    """All crystallographically equivalent directions, one of each +/- pair."""
    found = set()
    for p in permutations(indices):
        for signs in product((1, -1), repeat=3):
            v = tuple(s * x for s, x in zip(signs, p))
            if next(x for x in v if x != 0) > 0:
                found.add(v)
    return sorted(found)


def slip_systems(plane, direction):
    return [(m, b) for m in family(plane) for b in family(direction)
            if np.dot(m, b) == 0]


def geometry(plane, direction):
    """Schmid factor, relief fraction and misfit line from vector geometry."""
    m, b = unit(plane), unit(direction)
    if m @ normal < 0:
        m = -m
    e = unit(m - (m @ normal) * normal)
    if b @ e < 0:
        b = -b
    line = np.cross(normal, e)
    biaxial = np.eye(3) - np.outer(normal, normal)
    return dict(m=m, b=b, e=e, line=line, S=abs(m @ biaxial @ b),
                f=abs(b @ e), sin=np.linalg.norm(np.cross(m, normal)),
                cosb=abs(b @ line))


def cubic_voigt(c11, c12, c44):
    c = np.zeros((6, 6))
    c[:3, :3] = c12
    c[range(3), range(3)] = c11
    c[range(3, 6), range(3, 6)] = c44
    return c


def full_tensor(c):
    index = [[0, 5, 4], [5, 1, 3], [4, 3, 2]]
    t = np.zeros((3, 3, 3, 3))
    for i, j, k, l in product(range(3), repeat=4):
        t[i, j, k, l] = c[index[i][j], index[k][l]]
    return t


def line_coefficient(tensor, line, b_dir, points=180):
    """Energy per length / (b^2 * logarithm), from the angular integral."""
    line = unit(line)
    trial = np.eye(3)[np.argmin(abs(line))]
    u = unit(np.cross(line, trial))
    v = np.cross(line, u)
    total = np.zeros((3, 3))
    for w in np.arange(points) * np.pi / points:
        p = np.cos(w) * u + np.sin(w) * v
        q = -np.sin(w) * u + np.cos(w) * v

        def contract(x, y):
            return np.einsum('i,ijkl,l->jk', x, tensor, y)
        total += contract(p, p) - contract(p, q) @ np.linalg.solve(
            contract(q, q), contract(q, p))
    b_dir = unit(b_dir)
    return b_dir @ (total / points) @ b_dir / (4 * np.pi)


# Inputs: rough rounded values in the regime of a Pd(001) film.
a_fcc, misfit = 0.389, 0.005
c11, c12, c44 = 225.0, 175.0, 70.0
b_len = a_fcc / np.sqrt(2)
a_bcc_same_b = 2 * b_len / np.sqrt(3)
b_bcc_same_a = a_fcc * np.sqrt(3) / 2

# Isotropic averages (mean of the uniform-strain and uniform-stress bounds).
bulk = (c11 + 2 * c12) / 3
mu_upper = (c11 - c12 + 3 * c44) / 5
mu_lower = 5 * (c11 - c12) * c44 / (4 * c44 + 3 * (c11 - c12))
mu = (mu_upper + mu_lower) / 2
nu = (3 * bulk - 2 * mu) / (2 * (3 * bulk + mu))
modulus = c11 + c12 - 2 * c12**2 / c11
stress = modulus * misfit

voigt = cubic_voigt(c11, c12, c44)
cubic = full_tensor(voigt)
isotropic = full_tensor(cubic_voigt(bulk + 4 * mu / 3, bulk - 2 * mu / 3, mu))

# Energy of a film with fixed in-plane strain and a traction-free surface.
inside, outside = [0, 1, 5], [2, 3, 4]
plane_stiffness = (voigt[np.ix_(inside, inside)]
                   - voigt[np.ix_(inside, outside)]
                   @ np.linalg.solve(voigt[np.ix_(outside, outside)],
                                     voigt[np.ix_(outside, inside)]))


def film_energy(systems, density, burgers):
    """Energy per volume after slip; density = misfit lines per nm, per system."""
    slip = np.zeros((3, 3))
    for g in systems:
        dyad = np.outer(g['b'], g['m']) * burgers * density / g['sin']
        slip += (dyad + dyad.T) / 2
    elastic = np.array([misfit - slip[0, 0], misfit - slip[1, 1],
                        -2 * slip[0, 1]])
    return 0.5 * elastic @ plane_stiffness @ elastic


in_plane_stress = plane_stiffness @ np.array([misfit, misfit, 0.0])
assert np.allclose(in_plane_stress, [stress, stress, 0], atol=1e-10)

# Geometry over the complete slip families.
active = {}
for name, plane, direction in (('fcc', (1, 1, 1), (1, 1, 0)),
                               ('bcc', (1, 1, 0), (1, 1, 1)),
                               ('bcc112', (1, 1, 2), (1, 1, 1))):
    every = [geometry(m, b) for m, b in slip_systems(plane, direction)]
    assert len(every) == 12
    for g in every:
        assert abs(g['f'] - g['S'] / g['sin']) < 1e-12
    active[name] = [g for g in every if g['S'] > 1e-9]
for name, fraction in (('fcc', 1 / 2), ('bcc', 1 / np.sqrt(3))):
    assert len(active[name]) == 8
    for g in active[name]:
        assert abs(g['S'] - 1 / np.sqrt(6)) < 1e-12
        assert abs(g['f'] - fraction) < 1e-12
fcc, bcc = active['fcc'][0], active['bcc'][0]
bcc112 = max(active['bcc112'], key=lambda g: g['f'])

# The angular integral against known cubic lines along a cube axis.
edge_factor = (c11 + c12) * np.sqrt(c44 * (c11 - c12)
                                    / (c11 * (c11 + c12 + 2 * c44)))
assert abs(line_coefficient(cubic, [0, 0, 1], [0, 0, 1])
           - c44 / (4 * np.pi)) < 1e-8
assert abs(line_coefficient(cubic, [0, 0, 1], [1, 0, 0])
           - edge_factor / (4 * np.pi)) < 1e-8


def isotropic_coefficient(g):
    return mu * (1 - nu * g['cosb']**2) / (4 * np.pi * (1 - nu))


def thickness(g, burgers, load=stress, coef=None, cutoff=np.e):
    """Critical thickness; the logarithm is ln(cutoff*h/b)."""
    coef = isotropic_coefficient(g) if coef is None else coef
    scale = coef * burgers / (load * g['f'])
    argument = -burgers / (cutoff * scale)
    assert -1 / np.e < argument < 0
    return -scale * lambertw(argument, -1).real


def critical_strain(g, burgers, h):
    return (isotropic_coefficient(g) * burgers * (np.log(h / burgers) + 1)
            / (modulus * g['f'] * h))


friction_values = (0.010, 0.100)
spacing = {}
for name, g in (('fcc', fcc), ('bcc', bcc), ('bcc112', bcc112)):
    # Force on the threading segment for several tilts within the slip plane.
    tensor_stress = stress * (np.eye(3) - np.outer(normal, normal))
    steep = unit(np.cross(g['m'], g['line']))
    for tilt in (-0.7, 0.0, 0.9):
        thread = unit(steep + tilt * g['line'])
        length_per_h = 1 / abs(thread @ normal)
        force = abs(np.cross(tensor_stress @ g['b'], thread) @ g['line'])
        assert abs(force * length_per_h - stress * g['f']) < 1e-12
    # Energy released by the first misfit lines, by finite differences.
    step = 1e-4
    slope = (film_energy([g], step, b_len)
             - film_energy([g], -step, b_len)) / (2 * step)
    assert abs(slope + stress * g['f'] * b_len) < 1e-9
    # Line energy from the integral, then the limit from the energy balance.
    numeric_coef = line_coefficient(isotropic, g['line'], g['b'])
    assert abs(numeric_coef / isotropic_coefficient(g) - 1) < 1e-8

    def balance(h):
        return h * slope + numeric_coef * b_len**2 * (np.log(h / b_len) + 1)
    h_numeric = brentq(balance, 3.0, 1000.0, xtol=1e-10)
    assert abs(h_numeric / thickness(g, b_len) - 1) < 1e-6
    assert abs(critical_strain(g, b_len, h_numeric) / misfit - 1) < 1e-6
    # Friction acts on the whole slip-plane width of the threading segment.
    for friction in friction_values:
        def net_force(h):
            width = h / g['sin']
            return ((g['S'] * stress - friction) * b_len * width
                    - numeric_coef * b_len**2 * (np.log(h / b_len) + 1))
        h_drag = brentq(net_force, 3.0, 5000.0, xtol=1e-10)
        reduced = stress - friction / g['S']
        assert abs(h_drag / thickness(g, b_len, load=reduced) - 1) < 1e-6

# Complete relief: equal use of all active systems, four per line direction.
for name, g in (('fcc', fcc), ('bcc', bcc)):
    best = minimize_scalar(
        lambda d: 1e6 * film_energy(active[name], d / 4, b_len),
        bounds=(0.0, 0.2), method='bounded', options={'xatol': 1e-11})
    spacing[name] = 1 / best.x
    assert best.fun < 1e-6
    assert abs(spacing[name] * misfit / (g['f'] * b_len) - 1) < 1e-5

h_fcc, h_bcc = thickness(fcc, b_len), thickness(bcc, b_len)
h_bcc_same_a = thickness(bcc, b_bcc_same_a)
assert h_bcc < h_fcc
assert abs(h_fcc / h_bcc_same_a - 1) < 0.05
energy_ratio = isotropic_coefficient(fcc) / isotropic_coefficient(bcc)
strain_fcc = critical_strain(fcc, b_len, 20.0)
strain_bcc = critical_strain(bcc, b_len, 20.0)
assert abs(strain_fcc / strain_bcc - energy_ratio * bcc['f'] / fcc['f']) < 1e-12


def pair(label, x, y, form, unit_name=''):
    print(f"{label}: fcc {x:{form}}, bcc {y:{form}} {unit_name}".rstrip())


print(f"Rough inputs: fcc lattice parameter {a_fcc:.3f} nm, misfit {100*misfit:.2f} %")
print(f"Rough C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Average shear modulus {mu:.2f} GPa, Poisson ratio {nu:.4f}")
print(f"Biaxial modulus {modulus:.2f} GPa, film stress {stress:.4f} GPa")
print(f"Common Burgers length {b_len:.4f} nm")
print(f"bcc lattice parameter at equal b: {a_bcc_same_b:.4f} nm")
pair("Number of active slip systems", len(active['fcc']), len(active['bcc']), 'd')
pair("Schmid factor S", fcc['S'], bcc['S'], '.4f')
pair("Resolved shear stress", 1000*fcc['S']*stress, 1000*bcc['S']*stress, '.1f', 'MPa')
pair("Plane tilt theta", np.degrees(np.arcsin(fcc['sin'])),
     np.degrees(np.arcsin(bcc['sin'])), '.2f', 'deg')
pair("Slip-plane width / film thickness", 1/fcc['sin'], 1/bcc['sin'], '.4f')
pair("Relief fraction f", fcc['f'], bcc['f'], '.4f')
pair("Relieving length f*b at equal b", fcc['f']*b_len, bcc['f']*b_len, '.4f', 'nm')
pair("Angle beta of b to misfit line", np.degrees(np.arccos(fcc['cosb'])),
     np.degrees(np.arccos(bcc['cosb'])), '.2f', 'deg')
pair("Line-energy coefficient", isotropic_coefficient(fcc),
     isotropic_coefficient(bcc), '.3f', 'GPa')
pair("Critical thickness at equal b", h_fcc, h_bcc, '.2f', 'nm')
print(f"Ratio of critical thicknesses fcc/bcc: {h_fcc/h_bcc:.3f}")
pair("Critical strain at 20 nm", 100*strain_fcc, 100*strain_bcc, '.4f', '%')
print(f"Ratio of critical strains fcc/bcc: {strain_fcc/strain_bcc:.4f}")
print(f"  part from relief fraction {bcc['f']/fcc['f']:.4f}, from line energy {energy_ratio:.4f}")
pair("Line spacing for complete relief", spacing['fcc'], spacing['bcc'], '.2f', 'nm')
print(f"Equal lattice parameter: bcc Burgers length {b_bcc_same_a:.4f} nm")
pair("Critical thickness at equal lattice parameter", h_fcc, h_bcc_same_a, '.2f', 'nm')
print(f"bcc {{112}}<111>: S {bcc112['S']:.4f}, f {bcc112['f']:.4f}, "
      f"critical thickness {thickness(bcc112, b_len):.2f} nm")

print("Neglected effects, at equal b:")
aniso_fcc = line_coefficient(cubic, fcc['line'], fcc['b'])
aniso_bcc = line_coefficient(cubic, bcc['line'], bcc['b'])
print(f"Anisotropy ratio 2*C44/(C11-C12): {2*c44/(c11-c12):.2f}")
pair("Anisotropic line-energy coefficient", aniso_fcc, aniso_bcc, '.3f', 'GPa')
pair("Thickness with anisotropic line energy", thickness(fcc, b_len, coef=aniso_fcc),
     thickness(bcc, b_len, coef=aniso_bcc), '.2f', 'nm')
for cutoff in (1.0, 4.0):
    pair(f"Thickness with logarithm ln({cutoff:.0f}*h/b)",
         thickness(fcc, b_len, cutoff=cutoff),
         thickness(bcc, b_len, cutoff=cutoff), '.2f', 'nm')
for friction in friction_values:
    pair(f"Thickness with friction {1000*friction:.0f} MPa",
         thickness(fcc, b_len, load=stress - friction/fcc['S']),
         thickness(bcc, b_len, load=stress - friction/bcc['S']), '.2f', 'nm')
pair("Thick-film stress limit for friction 100 MPa", 100/fcc['S'], 100/bcc['S'],
     '.1f', 'MPa')

expansion_difference, cooling = 5e-6, 100.0
thermal = expansion_difference * cooling
print(f"Rough thermal strain for {cooling:.0f} K and {expansion_difference:.0e} /K: "
      f"{100*thermal:.3f} %")
pair("Thickness with thermal strain added",
     thickness(fcc, b_len, load=modulus*(misfit+thermal)),
     thickness(bcc, b_len, load=modulus*(misfit+thermal)), '.2f', 'nm')

surface_energy = 2.0
step_share = []
for g, h in ((fcc, h_fcc), (bcc, h_bcc)):
    line_energy = isotropic_coefficient(g) * b_len**2 * (np.log(h/b_len) + 1)
    step_share.append(100*surface_energy*b_len*abs(g['b'] @ normal)/line_energy)
print(f"Rough surface energy for step estimate: {surface_energy:.1f} J/m^2")
pair("Surface-step energy / line energy", *step_share, '.1f', '%')

fault_energy = 0.15
partial = geometry((1, 1, 1), (1, 1, -2))
partial_drive = stress * partial['f'] * a_fcc / np.sqrt(6)
fault_cost = fault_energy / partial['sin']
print(f"Rough fcc stacking-fault energy: {fault_energy:.2f} J/m^2")
print(f"Lone 90-degree fcc partial, per film thickness: drive {partial_drive:.4f}, "
      f"fault cost {fault_cost:.4f} J/m^2")
print("PASS")
```

Printed output:

```
Rough inputs: fcc lattice parameter 0.389 nm, misfit 0.50 %
Rough C11, C12, C44: 225, 175, 70 GPa
Average shear modulus 46.35 GPa, Poisson ratio 0.3881
Biaxial modulus 127.78 GPa, film stress 0.6389 GPa
Common Burgers length 0.2751 nm
bcc lattice parameter at equal b: 0.3176 nm
Number of active slip systems: fcc 8, bcc 8
Schmid factor S: fcc 0.4082, bcc 0.4082
Resolved shear stress: fcc 260.8, bcc 260.8 MPa
Plane tilt theta: fcc 54.74, bcc 45.00 deg
Slip-plane width / film thickness: fcc 1.2247, bcc 1.4142
Relief fraction f: fcc 0.5000, bcc 0.5774
Relieving length f*b at equal b: fcc 0.1375, bcc 0.1588 nm
Angle beta of b to misfit line: fcc 60.00, bcc 54.74 deg
Line-energy coefficient: fcc 5.443, bcc 5.248 GPa
Critical thickness at equal b: fcc 26.01, bcc 20.85 nm
Ratio of critical thicknesses fcc/bcc: 1.247
Critical strain at 20 nm: fcc 0.6194, bcc 0.5172 %
Ratio of critical strains fcc/bcc: 1.1976
  part from relief fraction 1.1547, from line energy 1.0371
Line spacing for complete relief: fcc 27.51, bcc 31.76 nm
Equal lattice parameter: bcc Burgers length 0.3369 nm
Critical thickness at equal lattice parameter: fcc 26.01, bcc 25.54 nm
bcc {112}<111>: S 0.4714, f 0.8165, critical thickness 16.12 nm
Neglected effects, at equal b:
Anisotropy ratio 2*C44/(C11-C12): 2.80
Anisotropic line-energy coefficient: fcc 5.547, bcc 5.458 GPa
Thickness with anisotropic line energy: fcc 26.62, bcc 21.88 nm
Thickness with logarithm ln(1*h/b): fcc 20.12, bcc 15.87 nm
Thickness with logarithm ln(4*h/b): fcc 28.20, bcc 22.69 nm
Thickness with friction 10 MPa: fcc 27.28, bcc 21.88 nm
Thickness with friction 100 MPa: fcc 46.61, bcc 37.55 nm
Thick-film stress limit for friction 100 MPa: fcc 244.9, bcc 244.9 MPa
Rough thermal strain for 100 K and 5e-06 /K: 0.050 %
Thickness with thermal strain added: fcc 23.15, bcc 18.54 nm
Rough surface energy for step estimate: 2.0 J/m^2
Surface-step energy / line energy: fcc 17.0, bcc 15.0 %
Rough fcc stacking-fault energy: 0.15 J/m^2
Lone 90-degree fcc partial, per film thickness: drive 0.0586, fault cost 0.1837 J/m^2
PASS
```
